# Copper's Belly Radius from Quantum-Well States in Cu(001) Films

**Problem.** A flat Cu(001) film is grown one atomic layer at a time. Its electronic levels are recorded at zero in-plane wave vector after each layer. Levels of the sp band, whose energy rises from $\Gamma$ to X, cross the Fermi level with a period of $p=5.9$ layers. From one thickness to the next, the levels near the Fermi level shift upward by a small fraction of their spacing. Find the radius $k_F$ of the copper Fermi surface along [001], on its broad part called the belly, as a fraction of the distance $\Gamma$–X. Convert it to nm$^{-1}$ with a rough lattice constant $a=0.361$ nm.

**A tempting solution**

The layer spacing is $d=a/2$. A standing wave gains one more half wavelength when the film thickens by $\pi/k_F$. If this thickness is the observed period, then

$$
pd=\frac{\pi}{k_F},\qquad k_F=\frac{\pi}{pd}.
$$

Since $\Gamma$–X has length $k_X=2\pi/a=\pi/d$, the result is

$$
\frac{k_F}{k_X}=\frac1p=\frac{1}{5.9}=0.17 .
$$

**Where it fails**

The standing-wave statement is correct for a thickness that varies continuously. The film, however, is observed at whole numbers of layers. If half a Fermi wavelength is close to one layer, each added layer brings in almost one complete half wavelength, and what is seen is the slow slip between the two lengths. The tempting solution takes this slip for the half wavelength itself.

Its answer also contradicts two facts. A sphere of radius $k_F$ holds $k_F^3/(3\pi^2)$ electrons per unit volume, counting both spins. An fcc crystal has volume $a^3/4$ per atom, so with $x=k_F/k_X$ and $k_F=2\pi x/a$ the number per atom is

$$
\frac{1}{3\pi^2}\left(\frac{2\pi x}{a}\right)^3\frac{a^3}{4}=\frac{2\pi}{3}x^3 .
$$

For $x=0.17$ this is 0.010, whereas copper has one sp electron per atom. The second contradiction is that the levels would move down with added layers, as shown below.

**The right solution**

*The zone boundary.* The fcc reciprocal vectors are $\mathbf G=(2\pi/a)(h,k,l)$, with $h,k,l$ all even or all odd. Going out from $\Gamma$ along [001], one meets the Bragg plane of $\mathbf G$ at the distance

$$
\frac{|\mathbf G|^2}{2G_z}=\frac{\pi}{a}\,\frac{h^2+k^2+l^2}{l},\qquad l>0 .
$$

For $l=1$ both $h$ and $k$ are odd, so the distance is at least $3\pi/a$. For $l\ge2$ it is at least $l\pi/a\ge2\pi/a$, and $(0,0,2)$ attains this value. Hence $k_X=2\pi/a=\pi/d$.

*The standing-wave condition.* Neighbouring (001) layers are connected by the lattice vector $(a/2)(0,1,1)$. At zero in-plane wave vector, a Bloch wave with normal component $k$ therefore gains the phase $ka/2=kd$ per layer, whatever the crystal potential. A round trip through $N$ layers gives $2kNd$, and the two surfaces add a total reflection phase $\phi$. The wave reproduces itself if

$$
2kNd+\phi=2\pi n,
$$

with integer $n$. At the Fermi level $k_Fd=\pi x$, so

$$
2\pi xN+\phi=2\pi n. \tag{1}
$$

I assume that $\phi$ at fixed energy does not depend on $N$, and that the film is coherent and uniformly spaced. No free-electron dispersion has been used.

*What whole layers reveal.* For continuous $N$, equation (1) gives crossings $1/x$ layers apart. For integer $N$, introduce the integer $s=N-n$ and substitute $n=N-s$:

$$
2\pi xN+\phi=2\pi N-2\pi s
\quad\Longrightarrow\quad
N=\frac{s+\phi/2\pi}{1-x}. \tag{2}
$$

The same set of levels can thus be joined into branches in two ways. Along branches of fixed $n$ the crossings are $1/x$ apart; along branches of fixed $s$ they are $1/(1-x)$ apart. The signal at the Fermi level repeats when the phase $2\pi xN+\phi$ grows by $2\pi$, and for integer $N$ its fundamental component obeys

$$
\cos(2\pi xN+\phi)=\cos\!\left[2\pi(1-x)N-\phi\right],
$$

because the two arguments add up to $2\pi N$ and the cosine is even. The slower description has the frequency $\min(x,1-x)$ per layer, so a period longer than two layers means

$$
\frac1p=\min(x,1-x),\qquad x=\frac1p\ \text{ or }\ x=1-\frac1p .
$$

These are the two candidates between $\Gamma$ and X. The period alone cannot choose between them.

*The direction of motion.* Away from the Fermi level, let $x(E)=k(E)/k_X$ and write the condition at fixed $s$ as

$$
2\pi x(E)N+\phi(E)=2\pi(N-s).
$$

Treat $N$ as continuous along the branch and differentiate:

$$
2\pi x+\left(2\pi N\frac{dx}{dE}+\frac{d\phi}{dE}\right)\frac{dE}{dN}=2\pi .
$$

In a thick film the term with $N$ dominates the bracket. Dropping $d\phi/dE$ gives

$$
\left.\frac{dE}{dN}\right|_s\simeq\frac{1-x}{N}\frac{dE}{dx}. \tag{3}
$$

At fixed $n$ the right side before differentiation is the constant $2\pi n$, so the $2\pi$ on the right of the differentiated equation is absent and

$$
\left.\frac{dE}{dN}\right|_n\simeq-\frac{x}{N}\frac{dE}{dx}. \tag{4}
$$

At fixed $N$, neighbouring levels differ by $2\pi$ in phase, so in the same approximation their spacing is $(1/N)\,dE/dx$. When a layer is added, the nearest new level therefore lies a fraction $1-x$ of the spacing above the old one, or a fraction $x$ below it, whichever is smaller. The sp band has $dE/dx>0$, so a small upward shift means $1-x<x$. This selects

$$
\boxed{\frac{k_F}{k_X}=1-\frac1p=1-\frac{1}{5.9}=0.83}
$$

The belly radius along [001] is about 83 percent of $\Gamma$–X. With $d=0.1805$ nm, $k_X=\pi/d=17.40$ nm$^{-1}$ and $k_F=0.8305\times17.40=14.45$ nm$^{-1}$. Half a Fermi wavelength is 0.217 nm, or 1.204 layers, while the observed period is 1.065 nm. The two are linked by $1/1.204+1/5.9=1$.

**Electron count**

Setting $(2\pi/3)x_0^3=1$ gives the sphere that holds one electron per atom:

$$
x_0=\left(\frac{3}{2\pi}\right)^{1/3}=0.78 .
$$

The deduced radius exceeds this by 6 percent. A full sphere of radius 0.83 would hold 1.20 electrons per atom, so the real surface must lie inside the one-electron sphere in some other directions. If the surface is known to be close to a sphere, this count selects 0.83 over 0.17 without the direction of motion. For a strongly distorted surface, one radius would not fix the enclosed volume, and the argument would lose its force.

**A film calculated layer by layer**

The counting can be tested on a one-dimensional film with the potential $-2V\cos(2\pi z/d)$ for $0<z<Nd$, where $2V=6$ eV. Outside, the potential is 11.5 eV above the mean inside. The levels were computed on a grid for each $N$ from 1 to 45. The bulk band was computed separately from plane waves, and the Fermi level was placed where that band has a chosen $x$. The spacing of the crossings beyond $N=8$ then gives $x$ back through $1-1/p$:

- Bulk $x=0.7500$: period 4.002 layers, recovered $x=0.7501$.
- Bulk $x=0.8305$: period 5.907 layers, recovered $x=0.8307$.
- Bulk $x=0.8800$: period 8.352 layers, recovered $x=0.8803$.

The test required agreement in $x$ within 0.001. By (2) the period at fixed energy is exactly $1/(1-x)$, or 4, 5.9 and 8.333 layers here. The small excesses come from the grid, which places the levels near the Fermi level 2 to 4 meV too low in these three cases. The period lengthens as $k_F$ approaches X and diverges at $x=1$, where each layer adds a complete half wavelength. At $x=1/2$ the period is two layers, the upward and downward shifts in (3) and (4) are equal in size, and the direction of motion can no longer be read.

For $x=0.8305$, one branch lies at about $-0.23$, $-0.09$, $+0.04$ and $+0.16$ eV from the Fermi level for $N=18$, 19, 20 and 21. It rises by 0.13 eV between 19 and 20 layers. Equation (3), with the model slope $dE/dx=14.47$ eV and the midpoint $N=19.5$, gives $0.1695\times14.47/19.5=0.13$ eV.

Placing the Fermi level at $x=0.1695$ in the same films gives a period of 5.895 layers, nearly the same as before, but the levels now move down. Following the level nearest the Fermi level from 12 layers upward, the shift per added layer is between $-0.049$ and $-0.013$ eV in this case, and between $+0.054$ and $+0.222$ eV for $x=0.8305$.

Raising one outer step to 20 eV, with all else fixed, moves the crossings by $-0.36$ layer and leaves the period at 5.907 layers. A higher wall raises the levels, so a rising branch reaches the Fermi level earlier. As (2) states, a thickness-independent phase moves all crossings together.

**How far the number can be trusted**

From $x=1-1/p$ it follows that $\delta x=\delta p/p^2$. A reading error of 0.1 layer changes $x$ by $0.1/5.9^2=0.003$. In relative terms,

$$
\frac{\delta x}{x}=\frac{\delta p/p^2}{(p-1)/p}=\frac{1}{p-1}\frac{\delta p}{p},
$$

so the relative error of the radius is about one fifth of that of the period.

An error of 0.1 eV in the Fermi-level reference changes $x$ by $0.1/14.47=0.007$, using the model slope. This exceeds the reading error. A stray in-plane wave vector $k_\parallel=0.5$ nm$^{-1}$ on a sphere of radius $k_F$ lowers the normal component by about $k_\parallel^2/(2k_F)$, which changes $x$ by 0.0005. Copper's belly is more sharply curved around [001] than this sphere. An empirical fit to the measured copper surface gives a change of about 0.002 for the same $k_\parallel$, roughly four times larger and comparable to the reading error.

Temperature mainly weakens the oscillation of a signal averaged over the thermal width. With $u=(E-E_F)/k_BT$, a linear $x(E)$, constant $\phi$ and $b=2\pi Nk_BT/(dE/dx)$, the amplitude is multiplied by

$$
\int_{-\infty}^{\infty}\frac{e^{ibu}e^u}{(1+e^u)^2}\,du
=\int_0^1\left(\frac{1-t}{t}\right)^{ib}dt
=\Gamma(1+ib)\,\Gamma(1-ib)=\frac{\pi b}{\sinh\pi b},
$$

where $t=1/(1+e^u)$ and the second integral is a beta function. At 300 K, $k_BT=0.0259$ eV. For 20 layers $\pi b=0.71$ and the factor is 0.92, so thermal smearing is weak at this thickness. This factor counts only the width of the Fermi function. Phonon scattering damps the oscillation further: with a rough room-temperature mean free path $\ell\approx39$ nm, the amplitude after a round trip $2Nd$ falls by $e^{-Nd/\ell}\approx0.91$ for 20 layers, a loss of similar size.

**The real film**

The lattice constant is a rough value for copper, and the 6 eV gap at X, with its lower edge 1.6 eV above the Fermi level, is meant to be of copper's order. The model leaves out d bands, self-consistency and a real substrate; it tests the counting and does not predict copper's Fermi surface. The ratio 0.83 comes from the given period.

A film strained by its substrate departs from the bulk spacing. If the spacing were 2 percent smaller and the period still 5.9 layers, the ratio to $\pi/d$ would remain 0.83, but $k_F$ would become 14.75 instead of 14.45 nm$^{-1}$. It would then describe the strained film and not bulk copper. In a polycrystalline film with rough boundaries the condition of a coherent, uniform (001) film fails, and this layer period should not be carried over to it. The full list of values is in the numerical output.

## Table of computed values

```
period p = 5.9 layers
lattice constant a (rough) = 0.361 nm
layer spacing d = 0.1805 nm
Gamma-X distance = 17.40 1/nm
period as a length = 1.065 nm
1/p = 0.1695
k_F/k_X = 1 - 1/p = 0.8305 = 83.1 percent
k_F along [001] = 14.45 1/nm
half Fermi wavelength = 0.2173 nm
half Fermi wavelength = 1.204 layers
ratios allowed by integer sampling: 0.1695, 0.8305
one-electron sphere: k/k_X = 0.7816
bulge over that sphere = 6.3 percent
sphere at low ratio: 0.0102 electrons/atom
sphere at high ratio: 1.199 electrons/atom
model gap parameter 2V = 6.0 eV
model gap at X = 5.99 eV
model E_F above mean potential = 6.840 eV
model band edge at X above E_F = 1.61 eV
surface step above mean potential = 11.5 eV
surface step above E_F = 4.66 eV
bulk x 0.7500: film period 4.002 layers, x 0.7501
bulk x 0.8305: film period 5.907 layers, x 0.8307
bulk x 0.8800: film period 8.352 layers, x 0.8803
film crossings at N = 13.78, 19.68, 25.59, 31.50, 37.40, 43.31
one branch, N = 18: E - E_F = -0.234 eV
one branch, N = 19: E - E_F = -0.090 eV
one branch, N = 20: E - E_F = +0.039 eV
one branch, N = 21: E - E_F = +0.155 eV
one surface step raised to 20.0 eV:
  crossings shift by -0.36 layers
  period = 5.907 layers
low-ratio film period = 5.895 layers
level shift per layer, high ratio: +0.054 to +0.222 eV
level shift per layer, low ratio: -0.049 to -0.013 eV
reading error 0.1 layer: change of x = 0.0029
model slope dE/dx at E_F = 14.47 eV
energy error 0.1 eV: change of x = 0.0069
thermal energy at 300 K = 0.0259 eV
thermal amplitude factor, 20 layers = 0.922
in-plane k 0.5 1/nm: change of x = 0.00050
spacing 2 percent smaller: k_F = 14.75 1/nm
```
